# Why averaging E and F cancels quadratic smearing error in metallic oxides: a numerical check

```python
"""
Result under test: for Fermi-Dirac width tau = k_B*T in a smooth metal,
  F = E0 - A tau^2 + B tau^4,  E = F + tau*S = E0 + A tau^2 - 3 B tau^4,
so (E+F)/2 = E0 - B tau^4, with A = pi^2 D/6, also with self-consistency.
E: internal energy, F: free energy, S: entropy/k_B, D: density of states
(both spins), E0: zero-width energy. Energies in eV per oxygen vacancy.
Model: vacancy band v and cation d band with semi-elliptic densities of
states, half-widths Wv, Wd, centres ev, ed, repulsions Uv, Ud, coupling V.
Mean-field repulsion energy: Uv*nv^2/4 + Ud*nd^2/4, with nv + nd = N.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import entr, expit, zeta

KB = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BASE = dict(Wv=1.0, Wd=1.5, ev=0.0, ed=1.6, Uv=0.6, Ud=0.4, V=0.0, N=2.0)


def thermal(tau, p, points=3000):
    """Self-consistent finite-width state from explicit occupation sums."""
    theta = np.arange(1, points + 1) * np.pi / (points + 1)
    x = np.cos(theta)
    weight = 2 * np.sin(theta)**2 / (points + 1)

    def state(nv):
        nd = p["N"] - nv
        hv = p["ev"] + p["Uv"] * nv / 2 + p["Wv"] * x
        hd = p["ed"] + p["Ud"] * nd / 2 + p["Wd"] * x
        half = (hv - hd) / 2
        root = np.hypot(half, p["V"]) + 1e-300
        levels = np.array([(hv + hd) / 2 + root, (hv + hd) / 2 - root])
        share = np.array([(1 + half / root) / 2, (1 - half / root) / 2])

        def excess(mu):
            return 2 * np.sum(weight * expit((mu - levels) / tau)) - p["N"]

        mu = brentq(excess, levels.min() - 40 * tau,
                    levels.max() + 40 * tau, xtol=1e-14, rtol=1e-14)
        occ = expit((mu - levels) / tau)
        empty = expit((levels - mu) / tau)
        return levels, share, occ, empty

    def mismatch(nv):
        _, share, occ, _ = state(nv)
        return 2 * np.sum(weight * share * occ) - nv

    nv = brentq(mismatch, -1e-6, 2 + 1e-6, xtol=1e-14, rtol=1e-14)
    levels, _, occ, empty = state(nv)
    energy = 2 * np.sum(weight * occ * levels)
    energy -= p["Uv"] * nv**2 / 4 + p["Ud"] * (p["N"] - nv)**2 / 4
    entropy = 2 * np.sum(weight * (entr(occ) + entr(empty)))
    return dict(E=energy, F=energy - tau * entropy,
                M=energy - tau * entropy / 2, S=entropy, nv=nv)


def fermi_angle(n):
    """Angle phi of the Fermi point x = -cos(phi) for n electrons."""
    return brentq(lambda q: 2 * (q - np.sin(q) * np.cos(q)) / np.pi - n,
                  0, np.pi, xtol=1e-15, rtol=1e-14)


def ground(p):
    """Zero-width state of the uncoupled bands from closed integrals."""
    def mus(nv):
        nd = p["N"] - nv
        mv = p["ev"] + p["Uv"]*nv/2 - p["Wv"]*np.cos(fermi_angle(nv))
        md = p["ed"] + p["Ud"]*nd/2 - p["Wd"]*np.cos(fermi_angle(nd))
        return mv, md

    nv = brentq(lambda n: mus(n)[0] - mus(n)[1], 1e-6, p["N"] - 1e-6,
                xtol=1e-14, rtol=1e-14)
    nd = p["N"] - nv
    qv, qd = fermi_angle(nv), fermi_angle(nd)
    energy = p["ev"] * nv + p["ed"] * nd
    energy += p["Uv"] * nv**2 / 4 + p["Ud"] * nd**2 / 4
    energy -= 4 / (3*np.pi) * (p["Wv"]*np.sin(qv)**3 + p["Wd"]*np.sin(qd)**3)
    return energy, nv, mus(nv)[0], qv, qd


def dos(width, angle):
    """Density of states and its first two energy derivatives."""
    x, s = -np.cos(angle), np.sin(angle)
    pre = 4 / np.pi
    return pre*s/width, -pre*x/(s*width**2), -pre/(s**3*width**3)


E0, nv0, mu0, qv, qd = ground(BASE)
Dv, Dv1, Dv2 = dos(BASE["Wv"], qv)
Dd, Dd1, Dd2 = dos(BASE["Wd"], qd)
a, c = np.pi**2 / 6, 7 * np.pi**4 / 360
A = a * (Dv + Dd)
B_frozen = sum(a**2*d1**2/(2*d) - c*d2
               for d, d1, d2 in ((Dv, Dv1, Dv2), (Dd, Dd1, Dd2)))
g = Dv1 / Dv - Dd1 / Dd
K = 1 / Dv + 1 / Dd + (BASE["Uv"] + BASE["Ud"]) / 2
B = B_frozen - a**2 * g**2 / (2 * K)

# Measured coefficients, extrapolated to zero width from two small widths.
t1, t2 = 0.01, 0.02
r1, r2 = thermal(t1, BASE), thermal(t2, BASE)
A_num = (4*(E0 - r1["F"])/t1**2 - (E0 - r2["F"])/t2**2) / 3
B_num = (4*(E0 - r1["M"])/t1**4 - (E0 - r2["M"])/t2**4) / 3
power_F = np.log2((E0 - r2["F"]) / (E0 - r1["F"]))
power_M = np.log2((E0 - r2["M"]) / (E0 - r1["M"]))
assert abs(A_num / A - 1) < 1e-3
assert abs(B_num / B - 1) < 0.01
assert abs(B_num / B_frozen - 1) > 0.03
assert abs(power_F - 2) < 0.02 and abs(power_M - 4) < 0.15

# Entropy slope of the self-consistent free energy.
tau, step = 0.1, 1e-3
slope = (thermal(tau+step, BASE)["F"] - thermal(tau-step, BASE)["F"])/(2*step)
S_mid = thermal(tau, BASE)["S"]
assert abs(slope + S_mid) < 1e-4

# Generalized force: derivative with respect to the vacancy level.
tf, step = 0.05, 1e-3
plus = thermal(tf, dict(BASE, ev=step))
minus = thermal(tf, dict(BASE, ev=-step))
force_F = (plus["F"] - minus["F"]) / (2 * step)
force_M = (plus["M"] - minus["M"]) / (2 * step)
nv_f = thermal(tf, BASE)["nv"]
assert abs(force_F - nv_f) < 2e-6
assert abs(force_M - nv0) < 0.2 * abs(nv_f - nv0)

# Wide-gap reference: full vacancy band, empty d band.
insulator = dict(BASE, ed=6.0)
E0_ins = 2 * insulator["ev"] + insulator["Uv"]
ins = thermal(0.1, insulator)
assert abs(ins["E"] - E0_ins) < 1e-5 and abs(ins["F"] - E0_ins) < 1e-5

# Nearly isolated vacancy orbital with one electron: linear error survives.
flat = dict(BASE, Wv=0.002, ed=50.0, Uv=0.0, Ud=0.0, N=1.0)
E0_flat = -4 * flat["Wv"] / (3*np.pi) * np.sin(fermi_angle(1.0))**3
flat_error = thermal(0.1, flat)["M"] - E0_flat
assert abs(flat_error + 0.1 * np.log(2)) < 2e-3

# Kink at the Fermi level: D = 1/eV + (1/eV^2)*|energy|.
tk = 0.1
E_kink = 2 * quad(lambda e: e*(1+e)*expit(-e/tk), 0, 60*tk, epsabs=1e-12)[0]
S_kink = 2 * quad(lambda e: (1+e)*(entr(expit(-e/tk)) + entr(expit(e/tk))),
                  0, 60*tk, epsabs=1e-12)[0]
kink_error = E_kink - tk * S_kink / 2
assert abs(kink_error / (0.75 * zeta(3) * tk**3) - 1) < 1e-5

# Neglected hybridization: reference extrapolated from F alone.
hybrid = dict(BASE, V=0.2)
E0_hyb = (4*thermal(0.01, hybrid)["F"] - thermal(0.02, hybrid)["F"]) / 3
hyb = thermal(0.1, hybrid)
assert abs(hyb["M"] - E0_hyb) < 0.2 * abs(hyb["F"] - E0_hyb)

# Coarse sampling: 20 points per band against the converged sum.
sampling = {t: thermal(t, BASE, 20)["M"] - thermal(t, BASE)["M"]
            for t in (0.02, 0.1)}
assert abs(sampling[0.02]) > abs(sampling[0.1])

room = KB * 300
room_F = thermal(room, BASE)["F"] - E0
stoner_v, stoner_d = BASE["Uv"] * Dv / 2, BASE["Ud"] * Dd / 2
assert max(stoner_v, stoner_d) < 1

print("Energies are per vacancy")
print(f"half-widths v, d: {BASE['Wv']:.1f}, {BASE['Wd']:.1f} eV")
print(f"centres v, d: {BASE['ev']:.1f}, {BASE['ed']:.1f} eV")
print(f"repulsions v, d: {BASE['Uv']:.1f}, {BASE['Ud']:.1f} eV")
print(f"electrons per vacancy: {BASE['N']:.0f}")
print(f"zero-width energy E0: {E0:.6f} eV")
print(f"zero-width v, d electrons: {nv0:.5f}, {BASE['N']-nv0:.5f}")
print(f"zero-width Fermi level: {mu0:.5f} eV")
edge = BASE["ev"] + BASE["Uv"]*nv0/2 + BASE["Wv"] - mu0
print(f"Fermi level to top of v band: {edge:.4f} eV")
print(f"D of v, d: {Dv:.4f}, {Dd:.4f} 1/eV")
print(f"D' of v, d: {Dv1:.4f}, {Dd1:.4f} 1/eV^2")
print(f"D'' of v, d: {Dv2:.4f}, {Dd2:.4f} 1/eV^3")
print(f"g: {g:.4f} 1/eV; K: {K:.4f} eV")
print(f"A formula, measured: {A:.5f}, {A_num:.5f} 1/eV")
print(f"B formula, measured: {B:.4f}, {B_num:.4f} 1/eV^3")
print(f"B without density response: {B_frozen:.4f} 1/eV^3")
print(f"measured powers of F, average: {power_F:.3f}, {power_M:.3f}")
print("width (eV): errors of E, F, average (meV)")
for t in (0.05, 0.10, 0.15, 0.20, 0.30):
    r = thermal(t, BASE)
    errors = [1000 * (r[key] - E0) for key in ("E", "F", "M")]
    print(f"  {t:.2f}: {errors[0]:.3f}, {errors[1]:.3f}, {errors[2]:.3f}")
r = thermal(0.1, BASE)
print(f"temperature for width 0.10 eV: {0.1/KB:.0f} K")
print(f"average error at 0.10 eV: {(r['M']-E0)/HARTREE:.3e} Hartree")
print(f"-A tau^2 at 0.10 eV: {-A*10:.3f} meV")
print(f"-B tau^4 at 0.10 eV: {-B*0.1:.3f} meV")
print(f"S, -dF/dtau at 0.10 eV: {S_mid:.5f}, {-slope:.5f}")
print(f"dF/dev, nv at 0.05 eV: {force_F:.6f}, {nv_f:.6f}")
print(f"d(average)/dev at 0.05 eV: {force_M:.6f}")
print(f"zero-width dE0/dev = nv: {nv0:.6f}")
print(f"insulator d centre: {insulator['ed']:.1f} eV")
print(f"insulator E error at 0.10 eV: {1000*(ins['E']-E0_ins):.2e} meV")
print(f"insulator F error at 0.10 eV: {1000*(ins['F']-E0_ins):.2e} meV")
print(f"isolated-level average error, 0.10 eV: {1000*flat_error:.2f} meV")
print(f"-tau ln 2 at 0.10 eV: {-100*np.log(2):.2f} meV")
print(f"kink average error at 0.10 eV: {1000*kink_error:.4f} meV")
print(f"hybridization tried: {hybrid['V']:.1f} eV")
print(f"hybrid F error at 0.10 eV: {1000*(hyb['F']-E0_hyb):.3f} meV")
print(f"hybrid average error, 0.10 eV: {1000*(hyb['M']-E0_hyb):.3f} meV")
print(f"20-point sampling error, 0.02 eV: {1000*sampling[0.02]:.4f} meV")
print(f"20-point sampling error, 0.10 eV: {1000*sampling[0.1]:.4f} meV")
print(f"k_B T at 300 K: {1000*room:.3f} meV")
print(f"physical F - E0 at 300 K: {1000*room_F:.3f} meV")
print(f"spin-instability products v, d: {stoner_v:.3f}, {stoner_d:.3f}")
print("no test failed")
```

It prints:

```
Energies are per vacancy
half-widths v, d: 1.0, 1.5 eV
centres v, d: 0.0, 1.6 eV
repulsions v, d: 0.6, 0.4 eV
electrons per vacancy: 2
zero-width energy E0: 0.339523 eV
zero-width v, d electrons: 1.58921, 0.41079
zero-width Fermi level: 0.95892 eV
Fermi level to top of v band: 0.5178 eV
D of v, d: 1.1155, 0.7436 1/eV
D' of v, d: -0.7007, 0.3114 1/eV^2
D'' of v, d: -1.8935, -0.5610 1/eV^3
g: -1.0470 1/eV; K: 2.7412 eV
A formula, measured: 3.05811, 3.05811 1/eV
B formula, measured: 4.8801, 4.8798 1/eV^3
B without density response: 5.4211 1/eV^3
measured powers of F, average: 1.999, 4.008
width (eV): errors of E, F, average (meV)
  0.05: 7.549, -7.614, -0.032
  0.10: 28.868, -30.036, -0.584
  0.15: 60.396, -65.968, -2.786
  0.20: 98.801, -113.723, -7.461
  0.30: 187.768, -238.748, -25.490
temperature for width 0.10 eV: 1160 K
average error at 0.10 eV: -2.146e-05 Hartree
-A tau^2 at 0.10 eV: -30.581 meV
-B tau^4 at 0.10 eV: -0.488 meV
S, -dF/dtau at 0.10 eV: 0.58904, 0.58904
dF/dev, nv at 0.05 eV: 1.587616, 1.587616
d(average)/dev at 0.05 eV: 1.589234
zero-width dE0/dev = nv: 1.589209
insulator d centre: 6.0 eV
insulator E error at 0.10 eV: 5.80e-05 meV
insulator F error at 0.10 eV: -3.63e-06 meV
isolated-level average error, 0.10 eV: -68.47 meV
-tau ln 2 at 0.10 eV: -69.31 meV
kink average error at 0.10 eV: 0.9015 meV
hybridization tried: 0.2 eV
hybrid F error at 0.10 eV: -29.457 meV
hybrid average error, 0.10 eV: -0.617 meV
20-point sampling error, 0.02 eV: 1.1934 meV
20-point sampling error, 0.10 eV: -0.0009 meV
k_B T at 300 K: 25.852 meV
physical F - E0 at 300 K: -2.042 meV
spin-instability products v, d: 0.335, 0.149
no test failed
```
